# Why a Charged Slab's Periodic Energy Grows Linearly with Vacuum, part 1

(Sections cited here and not found follow in the second part.)

## First half: fixed charge distributions

### The decision

A dopant or vacancy near a semiconductor surface is often modelled by a slab in a periodic cell, and its charge states are reached by adding or removing electrons. A periodic cell with net charge has no finite electrostatic energy, so a uniform background of opposite charge is added. The vacuum thickness must then be chosen. For a neutral slab one increases it until the energy stops changing. The question is whether the same procedure works for a charged slab.

It does not. At fixed in-plane cell area and fixed charge on the slab, the energy rises without limit, and the rise becomes linear in the vacuum thickness. A converged value does not exist to be found. This half derives the law for charge distributions that do not respond; the second half lets the slab respond and finds where the law fails.

### The simplest case: one thin sheet

Let the cell have area \(A\) in the plane of the slab and length \(L\) along the normal, \(z\). Put charge \(q\) per cell on a thin sheet at \(z=0\), so that its surface charge density is \(\sigma=q/A\). The background has volume density \(-q/(AL)\) and fills the whole cell, vacuum included. Algebra is in Gaussian-type atomic units, in which Poisson's equation reads \(\nabla^2\phi=-4\pi\rho\).

The cell is symmetric about the sheet and about the mid-vacuum plane \(z=L/2\), so the field vanishes at mid-vacuum. Apply Gauss's law to the region between a plane at \(z\), with \(0<z<L/2\), and the mid-vacuum plane. The charge per area in that region is \(-(\sigma/L)(L/2-z)\), and flux passes through the plane at \(z\) alone. The outward normal there points along \(-z\), hence

\[
-F(z)=4\pi\left[-\frac{\sigma}{L}\left(\frac L2-z\right)\right],
\qquad
F(z)=2\pi\sigma\left(1-\frac{2z}{L}\right).
\]

Just outside the sheet the field is \(2\pi\sigma\), the value for a lone charged plane. It then falls linearly to zero. The energy per cell is the integral of \(F^2/(8\pi)\), and the two sides of the sheet contribute equally:

\[
E=\frac{A}{8\pi}\,2\int_0^{L/2}4\pi^2\sigma^2
\left(1-\frac{2z}{L}\right)^2dz
=\pi A\sigma^2\int_0^{L/2}\left(1-\frac{2z}{L}\right)^2dz .
\]

With \(t=1-2z/L\) and \(dz=-(L/2)\,dt\), the integral is \((L/2)\int_0^1t^2dt=L/6\). Therefore

\[
E_{\rm sheet}=\frac{\pi A\sigma^2L}{6}=\frac{\pi q^2L}{6A}.
\tag{1}
\]

This shows the origin of the divergence. Lengthening the cell dilutes the background but does not weaken the field at the sheet. The field profile is stretched, its mean square stays the same, and the volume it fills grows in proportion to \(L\). The sign is positive because a field energy cannot be negative, and \(q^2\) makes the result the same for both signs of charge.

The dependence on \(A\) gives a first limit. If the cell grows in all directions with a fixed shape, \(L=\kappa\sqrt A\), then (1) becomes \(\pi q^2\kappa/(6\sqrt A)\), which tends to zero. The divergence belongs to growth of the vacuum at fixed area.

### The interaction of two planes

A real slab has thickness and internal structure. To treat it, we need the potential that one charged plane, with its periodic images and its share of background, produces at another. Let \(g(z)\) satisfy

\[
g''(z)=-4\pi\left[\sum_n\delta(z-nL)-\frac1L\right],
\qquad \int_0^L g(z)\,dz=0 .
\]

The zero average corresponds to dropping the zero-wavevector term of the Coulomb sum, the usual convention in periodic codes. Since slab plus background is neutral, adding a constant to the potential would not change their total energy. The convention is convenient because the uniform background then contributes nothing when multiplied by the potential and integrated.

Between the planes, \(0<z<L\), the equation is \(g''=4\pi/L\), so

\[
g(z)=C+bz+\frac{2\pi z^2}{L}.
\]

The delta function makes the slope jump by \(-4\pi\) at \(z=0\). Because \(g\) is even, the slope goes from \(+2\pi\) to \(-2\pi\), which gives \(b=-2\pi\). The zero average fixes \(C\):

\[
0=CL-\pi L^2+\frac{2\pi L^2}{3}
\quad\Rightarrow\quad C=\frac{\pi L}{3}.
\]

Using evenness to extend the result to negative \(z\),

\[
g(z)=2\pi\left(\frac L6-|z|+\frac{z^2}{L}\right),\qquad |z|\le L.
\tag{2}
\]

At \(|z|=L\) the bracket is again \(L/6\), as periodicity requires. The middle term is the potential of a lone charged plane. The last is the potential of the background, and the first is the constant needed to make the average vanish.

### A slab with any profile

Let \(\lambda(z)\) be the slab charge per unit length along \(z\), after integration over the in-plane cell. It includes nuclei and electrons but not the background. Its moments are

\[
q=\int\lambda\,dz,\qquad p=\int z\lambda\,dz,\qquad
Q_2=\int z^2\lambda\,dz .
\]

All integrals run over one unbroken copy of the slab, of thickness \(d<L\). The cell-boundary plane must not cut the slab, for the moments would then have a different meaning.

For the in-plane average of the charge, the potential is \(\phi(z)=(1/A)\int\lambda(z')g(z-z')\,dz'\). The energy is half the charge times the potential, and the background drops out:

\[
E_\parallel=\frac{1}{2A}\iint\lambda(z)\lambda(z')
g(z-z')\,dz\,dz' .
\]

Insert (2). The constant term gives

\[
\frac{1}{2A}\,2\pi\,\frac L6\iint\lambda\lambda'\,dz\,dz'
=\frac{\pi q^2L}{6A}.
\]

The second term gives \(-(\pi/A)J\), where

\[
J=\iint\lambda(z)\lambda(z')|z-z'|\,dz\,dz' ,
\]

and \(J\) is independent of \(L\) as long as the slab charge is fixed. For the third, expand the square:

\[
\iint\lambda\lambda'(z^2-2zz'+z'^2)\,dz\,dz'
=qQ_2-2p^2+qQ_2=2(qQ_2-p^2).
\]

Multiplication by \(\pi/(AL)\) yields

\[
E_\parallel(L)=\frac{\pi q^2L}{6A}-\frac{\pi}{A}J
+\frac{2\pi(qQ_2-p^2)}{AL}.
\tag{3}
\]

The shape of the slab charge affects the constant and the \(1/L\) term. The linear coefficient contains the total charge and the area alone.

### Four limits of the profile formula

**Thin sheet.** With all charge at \(z=0\), we have \(J=p=Q_2=0\), and (3) returns (1).

**Shifted origin.** Moving the slab by \(s\) changes \(p\) to \(p+qs\) and \(Q_2\) to \(Q_2+2sp+qs^2\). Then

\[
q(Q_2+2sp+qs^2)-(p+qs)^2=qQ_2-p^2 .
\]

The energy does not depend on where the slab sits in the cell.

**Charge filling the cell.** If \(\lambda=q/L\) throughout a cell centred on the origin, the background cancels it at every point and the energy must vanish. Here \(p=0\) and \(Q_2=qL^2/12\). The mean distance between two points chosen uniformly on a segment of length \(L\) is \(L/3\), so \(J=q^2L/3\). Equation (3) gives

\[
\frac{\pi q^2L}{A}\left(\frac16-\frac13+\frac16\right)=0 .
\]

This limit also shows why the slab must remain of fixed thickness: charge that spreads to fill the whole cell uniformly has no linear divergence. That observation returns in the discussion of negative slabs.

**Neutral slab with a dipole.** Setting \(q=0\) removes the linear term and leaves \(-2\pi p^2/(AL)\) as the \(L\)-dependent part. An isolated dipole layer has a potential step \(4\pi p/A\). Periodicity forbids a net step over the cell and imposes a compensating field \(4\pi p/(AL)\) along the dipole. The associated interaction energy is \(-\tfrac12p\) times this field, in agreement with (3). A neutral slab with a dipole therefore converges with vacuum as \(1/L\), and the charged one does not converge.

### Charge that varies in the plane

A dopant is localized in the plane, not smeared over it. Write the slab charge density as a Fourier series in the in-plane coordinate \(\mathbf R\),

\[
\rho(\mathbf R,z)=\sum_{\mathbf G}\rho_{\mathbf G}(z)
e^{i\mathbf G\cdot\mathbf R},\qquad
\rho_{\mathbf 0}(z)=\frac{\lambda(z)}A .
\]

Different in-plane wavevectors \(\mathbf G\) do not couple in the Coulomb energy. The \(\mathbf G=0\) part is \(E_\parallel\). For \(G=|\mathbf G|>0\), the potential of one plane obeys

\[
v''-G^2v=-4\pi\delta(z).
\]

Its decaying solution is \(v=c\,e^{-G|z|}\). The slope jumps by \(-2Gc\), which must equal \(-4\pi\), so \(c=2\pi/G\). With all periodic images the interaction is

\[
v_G(z)=\frac{2\pi}{G}\sum_n e^{-G|z-nL|}.
\]

The term \(n=0\) acts within one slab and does not contain \(L\). For two points of the slab, \(|z-z'|\le d\), so the point and an image displaced by \(nL\) are at least \(|n|L-d\) apart. The sum over all other images is bounded by a geometric series:

\[
\frac{4\pi}{G}\sum_{n=1}^{\infty}e^{-G(nL-d)}
=\frac{4\pi}{G}\,\frac{e^{-G(L-d)}}{1-e^{-GL}} .
\]

Since \(L-d\) is the vacuum thickness, in-plane structure is felt across the vacuum with exponentially small strength. The slowest decay comes from the shortest nonzero \(\mathbf G\), which is \(2\pi/a\) for a square cell of side \(a\). Collecting the \(L\)-independent parts in one constant \(E_0\),

\[
E(L)=\frac{\pi q^2L}{6A}+E_0
+\frac{2\pi(qQ_2-p^2)}{AL}
+O\!\left(e^{-G_{\min}(L-d)}\right).
\tag{4}
\]

A localized charge and a uniform sheet with the same \(q\) and \(A\) thus have the same linear coefficient. Localization enters \(E_0\), which includes the interaction of a defect with its copies in the same plane.

### A slab of three point charges

A small asymmetric slab puts numbers into (4). In atomic units, take a square cell of side 8, so \(A=64\), with point charges \(2\), \(-1.5\) and \(0.5\) at in-plane positions \((0,0)\), \((3,1)\) and \((5,6)\) and heights \(-2\), \(0.5\) and \(3\). Then

\[
q=1,\qquad p=-4-0.75+1.5=-3.25,
\]
\[
Q_2=8-0.375+4.5=12.125,\qquad
qQ_2-p^2=1.5625 .
\]

Increase \(L\) from 32 to 72. The linear term rises by \(\pi\times40/(6\times64)=0.3272\). The inverse-length term changes by

\[
\frac{2\pi\times1.5625}{64}\left(\frac1{72}-\frac1{32}\right)
=-0.0027 .
\]

The sum is 0.3246 hartree, or 8.83 eV. Ewald summation treats the same problem in three dimensions without planar averaging: it splits the Coulomb sum into a rapidly convergent real-space part and a rapidly convergent Fourier part. It gives a change of 8.832 eV. When the linear and inverse-length terms of (4) are subtracted from the Ewald energies at \(L=32\), 48 and 72, the remainders agree within \(1.6\times10^{-9}\) eV. The exponential factor for the shortest cell has exponent \(-(2\pi/8)(32-5)\approx-21\), so a spread this small is expected.

### What the constant does not mean

It is tempting to subtract the linear term and call \(E_0\) the energy of an isolated charged slab. An infinite plane with charge \(q\) in every area \(A\) has a field that never decays, and its field energy is infinite. The finite \(E_0\) arises from a convention: its planar part uses the interaction \(-2\pi|z|\), with the zero of potential on the source plane. Nor is \(E_0\) the energy of one isolated defect, since the lateral copies are still present. Reaching that limit requires the area to grow as well.

## Second half: slabs that respond, and slabs that lose their charge

The cell has in-plane area \(A\), length \(L\), slab thickness \(d\) and vacuum thickness \(v=L-d\). The slab has charge \(q\), dipole \(p\) and second moment \(Q_2\) along \(z\); a uniform background neutralizes it. For fixed slab charge density, the first half found

\[
E(L)=\frac{\pi q^2L}{6A}+E_0+\frac{2\pi(qQ_2-p^2)}{AL},
\]

apart from terms exponentially small in \(v\), with \(E_0\) independent of \(L\). For a thin sheet at \(z=0\), the field is \(2\pi(q/A)(1-2|z|/L)\). In the examples, \(e^2=14.40\) eV Å converts a squared charge divided by a length into an energy.

### Relaxation cannot remove the slope

In a self-consistent calculation, the electrons rearrange when \(L\) changes. Let \(n\) denote the electron density, with the total electron number fixed. The Coulomb result above applies to every trial density confined to the slab. With a local or semilocal functional, the kinetic, exchange and correlation energies do not depend explicitly on the empty length, and the argument is restricted to that case. Exact exchange in a periodic cell is a Coulomb sum over orbital pair densities, some of which carry net charge, and it has a dependence on \(L\) of its own; nonlocal correlation also couples a slab to its images. The functional to be minimized is therefore

\[
\mathcal E_L[n]=\frac{\pi q^2L}{6A}+\mathcal E_0[n]
+\frac1L M[n],\qquad
M[n]=\frac{2\pi}{A}\left(qQ_2[n]-p[n]^2\right).
\]

The linear term is the same for every allowed density and exerts no force on the electrons. The density feels \(L\) through \(M/L\), which fades as the vacuum grows.

Let \(n_0\) be a stable minimum of \(\mathcal E_0\), and write \(n=n_0+n_1/L\). The first variation of \(\mathcal E_0\) vanishes at \(n_0\). Denote its second variation by the positive operator \(K\), and the first variation of \(M\) by \(m\). Because the electron number is fixed, \(n_1\) integrates to zero, and \(K\) and \(m\) are understood as restricted to such density changes. Up to order \(1/L^2\),

\[
\mathcal E_L=\frac{\pi q^2L}{6A}+\mathcal E_0[n_0]
+\frac{M[n_0]}L+\frac1{L^2}
\left(\frac12\langle n_1|K|n_1\rangle+\langle m|n_1\rangle\right).
\]

Minimizing the last bracket gives \(Kn_1=-m\), and its value is \(-\tfrac12\langle m|K^{-1}|m\rangle\le0\). Relaxation lowers the energy at order \(1/L^2\). It changes neither the linear coefficient nor, once the moments of \(n_0\) are used, the \(1/L\) term. The argument assumes a stable density that stays on the slab and responds smoothly.

A small Hartree model shows the sizes. Take \(A=100\) Å\(^2\), a Gaussian layer of positive charge \(+4e\) per cell with standard deviation 1 Å, and three electrons per cell sharing one orbital along \(z\). The net charge is \(+e\). Exchange, correlation and in-plane structure are omitted. The model was solved by iterating the orbital and its potential in plane waves. A separate solution with the open-boundary interaction \(-2\pi|z|\) supplied \(E_0\) and \(Q_2=-1.568\,e\) Å\(^2\). By symmetry \(p=0\).

For \(L=60\) Å the predicted terms are

\[
\frac{\pi e^2L}{6A}=0.07540\times60=4.524\ {\rm eV},
\]
\[
\frac{2\pi e\,Q_2}{AL}
=\frac{2\pi\times14.40\times(-1.568)}{100\times60}
=-0.024\ {\rm eV}.
\]

Their sum is 4.500 eV. The self-consistent value of \(E-E_0\) is 4.499 eV, and the remaining relaxation energy is \(-1.29\) meV. At \(L=120\) Å it is \(-0.318\) meV. The ratio is 4.08, close to the factor of 4 expected for a \(1/L^2\) law when the length doubles. The mean slope between these lengths is 0.0756 eV/Å, against the limiting 0.0754 eV/Å. Most of the small excess comes from the negative \(1/L\) term, which shrinks in magnitude as \(L\) grows.

At fixed area, the energy of a slab that keeps its charge rises with the limiting slope \(\pi q^2/(6A)\), and smooth relaxation under a local or semilocal functional does not change that slope. It remains to see how dielectric screening affects the approach to this limit, when a negative slab loses its electrons to the vacuum, and what this means for comparing energies.
